# Critical film thickness for channel cracking, with elastic mismatch

## The decision and the formula

A calculation that accepts or rejects a dielectric film thickness must first choose the number $Z$ in the channel-cracking formula. The value for equal film and substrate moduli is convenient, but in the example below it lowers the predicted thickness limit by 44% relative to the value calculated with the actual mismatch.

For a long, steadily advancing crack through the full depth of a film of thickness $h$,

$$
G=\frac{Z\sigma^2h}{E},\qquad
h_c=\frac{E G_c}{Z\sigma^2},\qquad
E=\frac{Y}{1-\nu^2}. \tag{1}
$$

Here $G$ is the energy release rate averaged over the crack front, $\sigma>0$ the residual tension, $Y$ Young's modulus, $\nu$ Poisson's ratio and $E$ the plane-strain modulus of the film. The fracture energy $G_c$ is counted per unit area of crack advance and includes the creation of both faces.

The film and its thick substrate are linear elastic and isotropic, the interface stays bonded, the substrate does not crack, and other cracks are far away. The residual stress is equal in the two in-plane directions and uniform through the film. The second formula in (1) is an explicit threshold if $\sigma$, $G_c$ and $Z$ do not change with $h$.

The algebra is in atomic units: stress and modulus in hartree/bohr³, $G$ and $G_c$ in hartree/bohr², $h$ in bohr. Classical elasticity adds no constant, so (1) keeps its form in eV and Å.

## Energy released by steady advance

Let $x$ run across the crack, $y$ upward from the interface, and $z$ along the channel. Far ahead of the front the film is uncracked; far behind, the cross-section no longer changes with $z$. Let $U$ be the energy released per unit channel length when an uncracked section becomes a cracked one.

If the front moves by $dl$, its surrounding field moves with it unchanged. The net effect is to replace a length $dl$ of uncracked section by cracked section. The released energy is $U\,dl$ and the new crack area is $h\,dl$, so

$$
G h\,dl=U\,dl,\qquad G=\frac{U}{h}. \tag{2}
$$

The three-dimensional shape of the front is therefore not needed for the average.

To find $U$, write the final stress as $\boldsymbol\sigma^0+\mathbf s$. The initial film stress has $\sigma^0_{xx}=\sigma^0_{zz}=\sigma$ and no other components; the initial stress of the thick substrate is neglected. The correction $\mathbf s$ has displacement $\mathbf v$ and strain $\mathbf e$. Far behind the front it is independent of $z$ and produces no extension along the channel, so $e_{zz}=0$: the correction is in plane strain.

Let $\mathbf S$ be the local compliance, with $\mathbf e=\mathbf S:\mathbf s$. The remote sides are held, so external forces do no work and the release equals the drop in stored energy:

$$
\begin{aligned}
U&=\tfrac12\!\int\!\boldsymbol\sigma^0:\mathbf S:\boldsymbol\sigma^0\,dA
-\tfrac12\!\int(\boldsymbol\sigma^0+\mathbf s):\mathbf S:(\boldsymbol\sigma^0+\mathbf s)\,dA\\
&=-\int\boldsymbol\sigma^0:\mathbf e\,dA-\tfrac12\int\mathbf s:\mathbf e\,dA. 
\end{aligned}\tag{3}
$$

The symmetry of $\mathbf S$ combined the two cross terms. Both remaining integrals follow from virtual work. On the right-hand crack face the outward normal is $-x$ and $v_x=\delta/2$, where $\delta(y)$ is the full opening. The traction of $\boldsymbol\sigma^0$ there is $-\sigma$. The final face is free, so the traction of $\mathbf s$ is $+\sigma$. The left face contributes equally. Hence

$$
\int\boldsymbol\sigma^0:\mathbf e\,dA=-\int_0^h\sigma\delta\,dy,\qquad
\int\mathbf s:\mathbf e\,dA=+\int_0^h\sigma\delta\,dy,
$$

and (3) becomes

$$
U=\int_0^h\sigma\delta\,dy-\frac12\int_0^h\sigma\delta\,dy
=\frac12\int_0^h\sigma\delta(y)\,dy. \tag{4}
$$

The stress $\sigma^0_{zz}$ does no work because $e_{zz}=0$. It belongs to the residual state but does not enter the release. A test of the full stored energy, with and without this component, gives the same scaled release, 1.109, for the mismatched example.

The correction is driven by $\sigma$, and $h$ is its only length when the substrate is effectively infinite. Linearity makes $\delta$ proportional to $\sigma$. Scaling all coordinates by $h$ and all moduli by $E$ then gives

$$
\delta(y)=\frac{\sigma h}{E}f(\eta),\qquad \eta=\frac yh. \tag{5}
$$

The function $f$ can depend on the modulus ratio and the Poisson ratios, but not on $h$. With $dy=h\,d\eta$,

$$
U=\frac{\sigma^2h^2}{E}\,\frac12\int_0^1f(\eta)\,d\eta,
\qquad Z=\frac12\int_0^1f(\eta)\,d\eta. \tag{6}
$$

Equation (2) now gives $G=Z\sigma^2h/E$. Setting $G=G_c$ gives $h_c$. Since $dG/dh=Z\sigma^2/E>0$, thicker films are the ones in which a long channel can run.

For a compressive $\sigma$ the formal opening would be negative. The faces would touch, and (1) does not apply even though it contains $\sigma^2$. If the tension varies through the film, (4) still holds with $\sigma(y)$ inside the integral, but one value of $\sigma^2$ no longer describes the load.

## Equal moduli: obtaining the number

For equal elastic constants the cracked section is a half-plane with an edge crack. Let $d$ be depth below the free surface and $\zeta=d+ix$. For an analytic function $g(\zeta)$ put $\Psi=\mathrm{Re}\,g'$. A field symmetric about the crack line is

$$
\sigma_{xx}=\Psi-x\Psi_x,\quad
\sigma_{dd}=\Psi+x\Psi_x,\quad
\sigma_{dx}=-x\Psi_d, \tag{7}
$$

where subscripts on $\Psi$ denote derivatives. Equilibrium follows from $\Psi_{xx}+\Psi_{dd}=0$. With shear modulus $\mu$, the displacements

$$
2\mu u_x=2(1-\nu)\,\mathrm{Im}\,g-x\Psi,\quad
2\mu u_d=(1-2\nu)\,\mathrm{Re}\,g-x\,\mathrm{Im}\,g'
$$

reproduce these stresses through Hooke's law. Since $E=2\mu/(1-\nu)$, the face displacement at $x=0^+$ is $u_x=2\,\mathrm{Im}\,g/E$.

**The integral equation.** Take $g=D\ln(\zeta-t)$. On the crack line, $\sigma_{xx}=D/(d-t)$. The displacement $u_x$ at $x=0^+$ is $2\pi D/E$ for $d<t$ and zero for $d>t$. The opening is twice this, so an opening step $B$ ending at depth $t$ requires $D=EB/(4\pi)$.

The free surface $d=0$ needs a correction. First add the opposite source at $d=-t$. The shear tractions cancel there, while the normal traction is $-2Dt(t^2-x^2)/(t^2+x^2)^2$. Remove it with the field

$$
\sigma_{dd}=\Phi-d\Phi_d,\quad
\sigma_{xx}=\Phi+d\Phi_d,\quad
\sigma_{dx}=-d\Phi_x,\quad
\Phi=2Dt\,\mathrm{Re}\frac{1}{(d+t+ix)^2}.
$$

This is (7) with the roles of $x$ and $d$ exchanged and $\Phi$ harmonic, so it is again an elastic field; it is smooth for $d\ge0$ and adds no opening. It has no shear at $d=0$ and the required opposite normal traction. On $x=0$, with $q=d+t$, the sum is

$$
\sigma_{xx}=D\left[\frac1{d-t}-\frac1q+\frac{2t}{q^2}-\frac{4td}{q^3}\right].
$$

Substitute $t=q-d$ in the last two numerators. The three surface terms become $1/q-6d/q^2+4d^2/q^3$. A crack of depth $a$ is a distribution of steps $b(t)=-d\delta/dt$, whose stress must equal $-\sigma$ on the faces. Reversing all signs,

$$
\frac{E}{4\pi}\,\mathrm{PV}\!\int_0^a b(t)\left[
\frac1{t-d}-\frac1q+\frac{6d}{q^2}-\frac{4d^2}{q^3}
\right]dt=\sigma. \tag{8}
$$

Here PV denotes the principal value. Only $E$ appears, so when film and substrate share both elastic constants, Poisson's ratio has no separate effect. If their Poisson ratios differ, the section is no longer a uniform half-plane and (8) does not apply, even at equal $E$. The finite-element test agrees for the uniform case: at fixed $E$, changing $\nu$ in both materials from 0.25 to 0.40 changes $Z$ from 1.9745 to 1.9742.

**From the tip field to $Z$.** Define the intensity $K$ by $\sigma_{xx}=K/\sqrt{2\pi r}$ at distance $r$ ahead of the tip. In (7) this is $g'=K/\sqrt{2\pi\zeta}$, with $\zeta$ now measured from the tip. Integration gives $g=2K\sqrt{\zeta/(2\pi)}$, and the opening at distance $\rho$ behind the tip is

$$
\delta=2u_x=\frac{8K}{E}\sqrt{\frac{\rho}{2\pi}}.
$$

The work needed to close a short length $\Delta$ gives the release rate for growth in depth:

$$
\begin{aligned}
G_{\rm edge}&=\frac1{2\Delta}\int_0^\Delta
\frac K{\sqrt{2\pi r}}\,\frac{8K}{E}\sqrt{\frac{\Delta-r}{2\pi}}\,dr\\
&=\frac{2K^2}{\pi E\Delta}\int_0^\Delta\sqrt{\frac{\Delta-r}{r}}\,dr
=\frac{K^2}{E}, 
\end{aligned}\tag{9}
$$

because the last integral is $\pi\Delta/2$, as $r=\Delta\sin^2\theta$ shows.

Scaling gives $K=F\sigma\sqrt{\pi a}$ with a pure number $F$. Numerical solution of (8) gives $F=1.1215$. Growing the crack from the surface to depth $h$ releases

$$
U=\int_0^h\frac{\pi F^2\sigma^2a}{E}\,da
=\frac{\pi F^2\sigma^2h^2}{2E},\qquad
Z=\frac{\pi F^2}{2}=1.976. \tag{10}
$$

The opening area, $\int_0^a\delta\,dt=\int_0^a t\,b(t)\,dt$ by parts, gives the same printed value through (6). Finite elements give 1.9745, which is 0.07% lower.

**A condition on the substrate.** Equation (10) also shows that the deepest edge is driven harder than the average front. At $a=h$,

$$
G_{\rm edge}(h)=\frac{\pi F^2\sigma^2h}{E}=2G. \tag{11}
$$

At the channeling threshold the edge therefore has $2G_c$ available for growth into an elastically matched substrate. Confinement to the film requires a substrate fracture energy of at least $2G_c$ in this case. With a weaker substrate the assumed crack depth is wrong, and so is the threshold.

## Elastic mismatch

For unequal moduli, $Z$ can be computed from an energy functional. Let $\mathbf C$ be the local stiffness and $[v_x]$ the opening produced by a trial displacement. Then

$$
U=\max_{\mathbf v}\left\{\sigma\int_0^h[v_x]\,dy
-\frac12\int\mathbf e(\mathbf v):\mathbf C:\mathbf e(\mathbf v)\,dA\right\}. \tag{12}
$$

Stationarity is the virtual-work equation for the correction. Using the solution itself as the variation makes the strain integral equal to $\sigma\int_0^h\delta\,dy$, so the maximum is $\frac12\sigma\int_0^h\delta\,dy$, in agreement with (4).

This form shows the direction of the substrate effect. At fixed Poisson ratios, a larger substrate modulus increases the subtracted energy for every trial field that strains the substrate, and leaves it unchanged for any other. The maximum cannot increase. A stiffer substrate thus cannot raise $Z$ at fixed film properties: it restrains the opening.

It also limits the effect of the film modulus. For fixed $\sigma$, substrate and Poisson ratios, raising $E$ cannot increase $U$, so $Z/E$ cannot increase. The ratio of substrate to film modulus falls at the same time, so $Z$ itself cannot decrease. Hence $h_c$ does not fall as $E$ rises, but it grows no faster than in proportion to $E$. Treating $Z$ as constant while scanning $E$ would miss this compensation.

The result changes if a fixed mismatch strain $\epsilon$, rather than a fixed stress, loads the film. Equal biaxial stress obeys $\epsilon=(1-\nu)\sigma/Y$, so

$$
\sigma=\frac{Y\epsilon}{1-\nu}=E(1+\nu)\epsilon,\qquad
h_c=\frac{G_c}{Z E(1+\nu)^2\epsilon^2}. \tag{13}
$$

At fixed $G_c$, $\epsilon$ and $\nu$, a stiffer film now has a smaller critical thickness. An implementation must therefore record whether stress or strain is held fixed in a parameter scan.

**Numerical form.** By symmetry, one half of the section suffices. Set $v_x=0$ on the uncracked part of the symmetry line and apply traction $+\sigma$ to the crack face at $x=0^+$. Hold the normal displacement at the remote side and bottom. If $\mathbf f$ is the nodal force and $\mathbf u$ the displacement of this half, its release is $\frac12\mathbf f\cdot\mathbf u$, and both halves give

$$
U=\mathbf f\cdot\mathbf u,\qquad Z=\frac{EU}{\sigma^2h^2}.
$$

The calculations here use quadratic elements refined toward the crack tip, with remote boundaries $100h$ away whenever $Z$ is computed. For a given box, restricting $\mathbf v$ to a finite-element space can only lower the maximum in (12). Mesh error therefore lowers $Z$ and raises $h_c$, which is the unsafe direction.

## Channels that stop short of the interface

A channel of depth $a<h$ creates area $a$ per unit length. Its average release rate is $U(a)/a$, so define

$$
Z_a=\frac{E\,U(a)}{a\,\sigma^2h},\qquad
h_c(a/h)=\frac{EG_c}{Z_a\sigma^2}. \tag{14}
$$

At fixed relative depth the scaling with $h$ is unchanged. For equal moduli, $U(a)\propto a^2$ and $Z_a=(a/h)Z$. The half-depth calculation gives 0.9874, as this proportionality requires within the numerical error. The full-depth channel then has the lowest threshold among channels confined to the film.

In general,

$$
\frac{d}{da}\left(\frac Ua\right)=\frac1a\left(\frac{dU}{da}-\frac Ua\right). \tag{15}
$$

The average rises with depth while the rate for further deepening exceeds it, and falls afterwards. At an interior maximum the two are equal. If $h$ is at the corresponding threshold, both equal $G_c$: the channel can advance while its lower edge is just in balance.

For a substrate 20 times stiffer than the film, with both Poisson ratios 0.25, the scan gives:

| $a/h$ | $Z_a$ |
|---:|---:|
| 0.50 | 0.825 |
| 0.80 | 1.094 |
| 0.90 | 1.130 |
| 0.95 | 1.130 |
| 0.98 | 1.122 |
| 1.00 | 1.109 |

Before rounding, the value at 0.95 is the largest, so the maximum is bracketed by 0.90 and 0.98. The mean deepening rate, in units of $\sigma^2h/E$, is 1.415 between depths 0.80 and 0.90 but 0.482 between 0.98 and 1.00. The drop near the interface is tested; by (15) it accounts for the interior maximum. A conservative limit uses the largest $Z_a$, not automatically the full-depth value.

## Worked example

Take round parameters for a compliant film on a stiff substrate: $E=0.05$ eV/Å³, substrate plane-strain modulus 1 eV/Å³, both Poisson ratios 0.25, $\sigma=4.0\times10^{-4}$ eV/Å³ and $G_c=0.20$ eV/Å². The full-depth calculation gives $Z=1.109$. Then

$$
\frac{EG_c}{\sigma^2}
=\frac{0.05\times0.20}{(4.0\times10^{-4})^2}\ \text{Å}
=6.25\times10^4\ \text{Å},
$$

$$
h_c=\frac{6.25\times10^4}{1.109}\ \text{Å}
=5.64\times10^4\ \text{Å}=5.64\ \text{µm}. \tag{16}
$$

At $h=3.0\times10^4$ Å, equation (1) gives $G=0.106$ eV/Å², below $G_c$. At $8.0\times10^4$ Å it gives 0.284 eV/Å², above $G_c$. The first film does not supply the energy for a steady channel. The second does on average over the full depth, but its lower edge need not reach the interface. In units of $\sigma^2h/E$ its $G_c$ is $6.25/8.0=0.781$, above the mean deepening rate 0.482 between relative depths 0.98 and 1.00. The edge is therefore expected to stop where $dU/da$ falls to $G_c$, near $a/h=0.97$.

The largest scanned value, $Z_a=1.130$, lowers the threshold to $5.53\times10^4$ Å, about 2% below (16). Between these two thicknesses the average release rate exceeds $G_c$ at relative depth 0.95 but not at full depth. The scan steps over the maximum itself, which lies near $a/h=0.93$ with $Z_a\approx1.132$ and gives $5.52\times10^4$ Å. Using the equal-moduli $Z$ gives $3.16\times10^4$ Å. That choice is conservative here because the substrate is stiffer. For a more compliant substrate with the same Poisson ratio as the film, (12) shows that the equal-moduli $Z$ cannot be an overestimate, so it offers no such protection.

A direct search for the thickness at which the stored-energy drop per unit crack area equals $G_c$, with the substrate size held fixed, reproduces (16) to the digits quoted. This tests the thickness scaling and the unit conversion. It uses the same finite-element method as $Z$, so the independent check on discretization remains the equal-moduli comparison. A finer mesh and a larger box raise $Z$ by about 0.0002 and lower $h_c$ by about 10 Å, to just under $5.635\times10^4$ Å, so the last digit of (16) is uncertain by one unit. The individual values are in the numerical output.

## Limits of use

Equation (1) is a propagation criterion for a long channel. It does not predict whether a flaw exists or whether a short flaw can grow into a channel. A film above $h_c$ can remain intact if it has no suitable flaw.

Below the lowest threshold over depth, steady channeling is excluded within this model for the stated $G_c$. If moisture permits slow growth at a smaller release rate, that smaller rate must replace $G_c$ when long-term survival is the question. Plastic flow, debonding, substrate cracking or nearby channels change the energy balance, and $U$ must then be recalculated for the altered problem.

If the stress or fracture energy varies with thickness, solve

$$
\frac{Z\,\sigma(h)^2h}{E}=G_c(h)
$$

instead of inserting values measured at another thickness into $h_c$. This equation can have more than one root, so the sign of $G-G_c$ must be checked on each side. If instead $\sigma$ and $G_c$ do not depend on $h$, small independent errors in them at fixed $Z$ and $E$ give $\delta h_c/h_c=\delta G_c/G_c-2\,\delta\sigma/\sigma$: a 1% error in stress shifts the limit by about 2%, as much as the partial-depth correction in the example.

## Numbers as computed

```
edge-crack factor F = 1.1215 (dimensionless)
equal moduli, Z from tip intensity = 1.9758
equal moduli, Z from opening area = 1.9758
equal moduli, Z from finite elements = 1.9745
same plane-strain modulus, Poisson ratio 0.40: Z = 1.9742
equal moduli, half-depth channel: Z = 0.9874
film plane-strain modulus E = 0.050 eV/A^3
substrate plane-strain modulus = 1.000 eV/A^3
Poisson ratio of film and substrate = 0.25, 0.25
residual film stress = 0.00040 eV/A^3
film fracture energy G_c = 0.200 eV/A^2
stored-energy drop / (stress^2 h^2/E), equi-biaxial = 1.109002
same, without stress along the channel = 1.109002
stiff substrate, depth/h = 0.50: Z = 0.8246
stiff substrate, depth/h = 0.80: Z = 1.0938
stiff substrate, depth/h = 0.90: Z = 1.1295
stiff substrate, depth/h = 0.95: Z = 1.1303
stiff substrate, depth/h = 0.98: Z = 1.1218
stiff substrate, depth/h = 1.00: Z = 1.1090
depth growth 0.50 to 0.80: mean (dU/da)/(stress^2 h/E) = 1.5425
depth growth 0.80 to 0.90: mean (dU/da)/(stress^2 h/E) = 1.4152
depth growth 0.90 to 0.95: mean (dU/da)/(stress^2 h/E) = 1.1431
depth growth 0.95 to 0.98: mean (dU/da)/(stress^2 h/E) = 0.8537
depth growth 0.98 to 1.00: mean (dU/da)/(stress^2 h/E) = 0.4823
critical thickness from formula = 56357 A
critical thickness from formula = 5.636 micrometre
critical thickness from direct energy search = 56357 A
h = 30000 A: G formula = 0.1065, direct = 0.1065 eV/A^2
h = 80000 A: G formula = 0.2839, direct = 0.2839 eV/A^2
largest scanned Z = 1.1303 at depth/h = 0.95
threshold with largest scanned Z = 55297 A
threshold if equal-moduli Z were used = 31633 A
```
